# Standing-wave intensity limits above a mirror of 70 percent reflectance: verification in Python

```python
"""Standing wave above a mirror of reflectance R at normal incidence.

Result under test: with incident field exp(-ikz) and reflected field
r exp(ikz), |r|^2 = R, the relative intensity |E|^2 is
    I(z) = 1 + R + 2 sqrt(R) cos(2kz + phi),   phi = arg r,
so it lies between (1-sqrt(R))^2 and (1+sqrt(R))^2.
For R = 0.70 these limits are about 0.027 and 3.37.
Symbols: z height above the surface (nm), k = 2 pi / wavelength.
Complex index n + i kappa, time factor exp(-i omega t).
The mirror is a model multilayer in the extreme-ultraviolet regime.
"""
import numpy as np
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq

R = 0.70
wavelength = 13.5
k = 2 * np.pi / wavelength
bilayers = 40
fraction_a = 0.40
n_a, n_b = 0.92, 1.00
kappa_a, kappa_b = 0.006, 0.002
mean_index = fraction_a * n_a + (1 - fraction_a) * n_b
period = wavelength / (2 * mean_index)
d_a, d_b = fraction_a * period, (1 - fraction_a) * period


def layer_list(scale):
    """Layers from the substrate upward as (complex index, thickness)."""
    a = (n_a + 1j * kappa_a * scale, d_a)
    b = (n_b + 1j * kappa_b * scale, d_b)
    return [a, b] * bilayers, b[0]


def reflection(lam, scale):
    """Amplitude reflection at the top surface by interface recursion."""
    wave_number = 2 * np.pi / np.asarray(lam, dtype=float)
    layers, lower = layer_list(scale)
    thickness = 0.0
    r = np.zeros_like(wave_number, dtype=complex)
    for upper, upper_thickness in layers + [(1.0 + 0j, 0.0)]:
        below = r * np.exp(2j * wave_number * lower * thickness)
        step = (upper - lower) / (upper + lower)
        r = (step + below) / (1 + step * below)
        lower, thickness = upper, upper_thickness
    return r


# Scale the absorption of both layers until the reflectance is R.
scale = brentq(lambda s: abs(reflection(wavelength, s))**2 - R,
               0.1, 5.0, xtol=1e-13)
r_stack = complex(reflection(wavelength, scale))
phi = np.angle(r_stack)
I_min, I_max = (1 - np.sqrt(R))**2, (1 + np.sqrt(R))**2
fringe = wavelength / 2
z_min = ((np.pi - phi) % (2 * np.pi)) / (2 * k)
z_max = ((-phi) % (2 * np.pi)) / (2 * k)


# Independent road: integrate the wave equation through the whole stack.
def wave_equation(z, state, index):
    field, slope, absorbed = state
    return [slope, -(k * index)**2 * field,
            k * (index**2).imag * abs(field)**2]


layers, substrate = layer_list(scale)
state = np.array([1.0, -1j * k * substrate, 0.0], dtype=complex)
options = dict(method="DOP853", rtol=1e-10, atol=1e-12)
for index, thickness in layers:
    solution = solve_ivp(wave_equation, (0, thickness), state,
                         args=(index,), **options)
    assert solution.success
    state = solution.y[:, -1]
heights = np.linspace(0, 2 * wavelength, 4001)
solution = solve_ivp(wave_equation, (0, heights[-1]), state,
                     args=(1.0 + 0j,), t_eval=heights, **options)
assert solution.success
field, slope = solution.y[0], solution.y[1]
incident_power = abs((field[0] - slope[0] / (1j * k)) / 2)**2
absorbed_part = state[2].real / incident_power
transmitted_part = substrate.real / incident_power
R_energy = 1 - absorbed_part - transmitted_part
I_numeric = abs(field)**2 / incident_power
flux = -np.imag(np.conj(field) * slope) / k / incident_power
mean_numeric = np.mean(I_numeric[:-1])


def fringe_distance(z1, z2):
    return abs((z1 - z2 + fringe / 2) % fringe - fringe / 2)


assert abs(R_energy - R) < 1e-6
# The height grid misses an extreme by at most about 1e-5 in intensity.
assert abs(I_numeric.min() - I_min) < 2e-5
assert abs(I_numeric.max() - I_max) < 2e-5
assert abs(I_numeric.min() - 0.027) < 0.0005
assert abs(I_numeric.max() - 3.37) < 0.005
formula = 1 + R + 2 * np.sqrt(R) * np.cos(2 * k * heights + phi)
assert np.max(abs(I_numeric - formula)) < 1e-5
assert fringe_distance(heights[np.argmin(I_numeric)], z_min) < 0.02
assert fringe_distance(heights[np.argmax(I_numeric)], z_max) < 0.02
assert np.max(abs(flux - (1 - R))) < 1e-6
assert abs(mean_numeric - (1 + R)) < 1e-5

# The reflection phase moves the fringes but not their extremes.
for test_phase in (0.0, 1.0, 2.5, 4.0):
    total = (np.exp(-1j * k * heights)
             + np.sqrt(R) * np.exp(1j * (k * heights + test_phase)))
    assert abs(np.min(abs(total)**2) - I_min) < 2e-5
    assert abs(np.max(abs(total)**2) - I_max) < 2e-5

# Finite bandwidth: average the intensity over a flat spectrum.
nodes, weights = np.polynomial.legendre.leggauss(60)


def band_extremes(width, start):
    lam = wavelength + width * nodes / 2
    kk = 2 * np.pi / lam
    r = reflection(lam, scale)
    z = np.linspace(start, start + fringe, 1001)[:, None]
    intensity = abs(np.exp(-1j * kk * z) + r * np.exp(1j * kk * z))**2
    average = intensity @ weights / 2
    return average.min(), average.max()


band = 0.02 * wavelength
high_start = 100.0
near_min, near_max = band_extremes(band, 0.0)
far_min, far_max = band_extremes(band, high_start)
narrow_min, narrow_max = band_extremes(1e-4, 0.0)
assert abs(narrow_min - I_min) < 1e-4
assert abs(narrow_max - I_max) < 1e-4
assert I_min < near_min < far_min
assert far_max < near_max < I_max
edges = wavelength + np.array([-band / 2, band / 2])
R_edges = abs(reflection(edges, scale))**2

# Oblique incidence: add the field vectors for both polarizations.
angle_deg = 6.0
theta = np.radians(angle_deg)
phase = np.linspace(0, 2 * np.pi, 4001)
r_scan = np.sqrt(R) * np.exp(1j * phase)
in_plane = (abs(np.cos(theta) * (1 + r_scan))**2
            + abs(np.sin(theta) * (1 - r_scan))**2)
perpendicular = abs(1 + r_scan)**2
tilt_min = 1 + R - 2 * np.sqrt(R) * np.cos(2 * theta)
tilt_max = 1 + R + 2 * np.sqrt(R) * np.cos(2 * theta)
assert abs(in_plane.min() - tilt_min) < 1e-5
assert abs(in_plane.max() - tilt_max) < 1e-5
assert abs(perpendicular.min() - I_min) < 1e-5
assert abs(perpendicular.max() - I_max) < 1e-5

# A probe layer of finite thickness centred on a dark fringe.
probe = 1.0
probe_min = 1 + R - 2 * np.sqrt(R) * np.sin(k * probe) / (k * probe)
probe_quad = quad(
    lambda z: abs(np.exp(-1j * k * z) + r_stack * np.exp(1j * k * z))**2,
    z_min - probe / 2, z_min + probe / 2)[0] / probe
assert abs(probe_min - probe_quad) < 1e-8

print(f"Reflectance R: {R:.2f} (dimensionless)")
print(f"Amplitude ratio sqrt(R): {np.sqrt(R):.5f} (dimensionless)")
print(f"Minimum intensity, formula: {I_min:.5f} x incident")
print(f"Maximum intensity, formula: {I_max:.5f} x incident")
print(f"Minimum, wave equation: {I_numeric.min():.5f} x incident")
print(f"Maximum, wave equation: {I_numeric.max():.5f} x incident")
print(f"Interference term 2 sqrt(R): {2*np.sqrt(R):.5f} x incident")
print(f"Mean intensity, wave equation: {mean_numeric:.4f} x incident")
print(f"Net flux, wave equation: {flux.mean():.4f} x incident flux")
print(f"Ratio maximum/minimum: {I_max/I_min:.1f} (dimensionless)")
print(f"Contrast: {(I_max-I_min)/(I_max+I_min):.4f} (dimensionless)")
print(f"Wavelength: {wavelength:.2f} nm")
print(f"Wave number k: {k:.5f} rad/nm")
print(f"Fringe period: {fringe:.3f} nm")
print(f"Number of bilayers: {bilayers}")
print(f"Bilayer period: {period:.3f} nm")
print(f"Thickness of layer A: {d_a:.3f} nm")
print(f"Thickness of layer B: {d_b:.3f} nm")
print(f"Real index of layer A: {n_a:.2f} (dimensionless)")
print(f"Real index of layer B and substrate: {n_b:.2f} (dimensionless)")
print(f"Starting kappa of A: {kappa_a:.4f} (dimensionless)")
print(f"Starting kappa of B: {kappa_b:.4f} (dimensionless)")
print(f"Common absorption factor: {scale:.4f} (dimensionless)")
print(f"Scaled kappa of A: {kappa_a*scale:.5f} (dimensionless)")
print(f"Scaled kappa of B: {kappa_b*scale:.5f} (dimensionless)")
print(f"Absorbed fraction: {absorbed_part:.5f} of incident flux")
print(f"Transmitted fraction: {transmitted_part:.5f} of incident flux")
print(f"R from energy balance: {R_energy:.5f} (dimensionless)")
print(f"Reflection phase phi: {phi:.4f} rad")
print(f"First minimum above surface: {z_min:.3f} nm")
print(f"First maximum above surface: {z_max:.3f} nm")
print(f"Full bandwidth tested: {band:.3f} nm")
print(f"R at short-wave band edge: {R_edges[0]:.4f} (dimensionless)")
print(f"R at long-wave band edge: {R_edges[1]:.4f} (dimensionless)")
print(f"Band-averaged minimum near surface: {near_min:.4f} x incident")
print(f"Band-averaged maximum near surface: {near_max:.4f} x incident")
print(f"Start of higher window: {high_start:.0f} nm")
print(f"Band-averaged minimum in it: {far_min:.4f} x incident")
print(f"Band-averaged maximum in it: {far_max:.4f} x incident")
print(f"Angle of incidence tested: {angle_deg:.1f} degrees")
print(f"Factor cos(2 theta): {np.cos(2*theta):.5f} (dimensionless)")
print(f"In-plane field, minimum: {tilt_min:.4f} x incident")
print(f"In-plane field, maximum: {tilt_max:.4f} x incident")
print(f"Probe layer thickness: {probe:.1f} nm")
print(f"Probe average at a minimum: {probe_min:.4f} x incident")
for R_other in (0.69, 0.71):
    low, high = (1 - np.sqrt(R_other))**2, (1 + np.sqrt(R_other))**2
    print(f"Limits for R = {R_other:.2f}: {low:.4f}, {high:.4f} x incident")
print("all good")
```

Printed output:

```
Reflectance R: 0.70 (dimensionless)
Amplitude ratio sqrt(R): 0.83666 (dimensionless)
Minimum intensity, formula: 0.02668 x incident
Maximum intensity, formula: 3.37332 x incident
Minimum, wave equation: 0.02669 x incident
Maximum, wave equation: 3.37331 x incident
Interference term 2 sqrt(R): 1.67332 x incident
Mean intensity, wave equation: 1.7000 x incident
Net flux, wave equation: 0.3000 x incident flux
Ratio maximum/minimum: 126.4 (dimensionless)
Contrast: 0.9843 (dimensionless)
Wavelength: 13.50 nm
Wave number k: 0.46542 rad/nm
Fringe period: 6.750 nm
Number of bilayers: 40
Bilayer period: 6.973 nm
Thickness of layer A: 2.789 nm
Thickness of layer B: 4.184 nm
Real index of layer A: 0.92 (dimensionless)
Real index of layer B and substrate: 1.00 (dimensionless)
Starting kappa of A: 0.0060 (dimensionless)
Starting kappa of B: 0.0020 (dimensionless)
Common absorption factor: 1.1562 (dimensionless)
Scaled kappa of A: 0.00694 (dimensionless)
Scaled kappa of B: 0.00231 (dimensionless)
Absorbed fraction: 0.29462 of incident flux
Transmitted fraction: 0.00538 of incident flux
R from energy balance: 0.70000 (dimensionless)
Reflection phase phi: -2.7609 rad
First minimum above surface: 6.341 nm
First maximum above surface: 2.966 nm
Full bandwidth tested: 0.270 nm
R at short-wave band edge: 0.6460 (dimensionless)
R at long-wave band edge: 0.7128 (dimensionless)
Band-averaged minimum near surface: 0.0911 x incident
Band-averaged maximum near surface: 3.3036 x incident
Start of higher window: 100 nm
Band-averaged minimum in it: 0.4937 x incident
Band-averaged maximum in it: 2.8734 x incident
Angle of incidence tested: 6.0 degrees
Factor cos(2 theta): 0.97815 (dimensionless)
In-plane field, minimum: 0.0632 x incident
In-plane field, maximum: 3.3368 x incident
Probe layer thickness: 1.0 nm
Probe average at a minimum: 0.0864 x incident
Limits for R = 0.69: 0.0287, 3.3513 x incident
Limits for R = 0.71: 0.0248, 3.3952 x incident
all good
```
